# Plasma density from particle and power balance in an argon discharge

## The discharge

An inductively coupled argon plasma absorbs \(P=500\) W in steady state. Ions enter the wall sheaths at the Bohm speed \(u_B=2700\) m/s. The effective loss area is \(A_{\rm eff}=0.1\) m², and each ion-electron pair lost costs \(\mathcal E_T=60\) eV in total.

\(P\) is the power that reaches the plasma, not the generator reading. The electron temperature \(T_e\) is quoted in eV, so the thermal energy in joules is \(eT_e\). The density \(n\) is the value at the centre of the plasma, and \(n_s\) is the value at a sheath edge. Take \(M=6.63\times10^{-26}\) kg for the argon ion and \(M/m=7.28\times10^{4}\) for its ratio to the electron mass.

Assume Maxwellian electrons, cold singly charged ions, no negative ions, thin collisionless sheaths, and electrically floating walls that emit no electrons.

## (a) Ion speed at the sheath edge

**Question.** Show that ions must enter a sheath with at least \(u_B=\sqrt{eT_e/M}\), and explain why they arrive at this speed. Find \(T_e\).

**Answer.** Let \(\phi>0\) be the potential drop from the sheath edge towards the wall. An ion entering at speed \(u_0\) gains energy \(e\phi\), so \(u^2=u_0^2+2e\phi/M\). With no ionization in the thin sheath, the flux \(n_iu=n_su_0\) is constant. The electrons are repelled and follow a Boltzmann factor. Hence

\[
n_i=n_s\left(1+\frac{2e\phi}{Mu_0^2}\right)^{-1/2},\qquad n_e=n_s e^{-\phi/T_e}.
\]

For small \(\phi\), the first-order expansion is

\[
n_i-n_e\simeq n_s\phi\left(\frac1{T_e}-\frac{e}{Mu_0^2}\right).
\]

A sheath that repels electrons needs positive charge, which requires \(u_0^2\ge eT_e/M\). At equality the first-order term vanishes, and the second-order term, \(n_s(\tfrac32-\tfrac12)\phi^2/T_e^2\), is positive.

The quasi-neutral plasma supplies the equality. In a slab, let \(\nu\) be the ionization frequency per electron and \(\nu_c\) the frequency of momentum loss to the gas. Ions are born at rest, so ionization also acts as drag. Continuity and momentum balance read

\[
(nu)'=\nu n,\qquad uu'=-u_B^2\frac{n'}{n}-(\nu+\nu_c)u,
\]

where the Boltzmann relation has turned the electric force into a density gradient. Continuity gives \(n'/n=(\nu-u')/u\). Inserting this and multiplying by \(u\) gives

\[
(u_B^2-u^2)\,u'=\nu u_B^2+(\nu+\nu_c)u^2 .
\]

The right side is positive, so \(u'\) diverges as \(u\to u_B\). The quasi-neutral solution ends there and the sheath begins. The temperature is

\[
T_e=\frac{Mu_B^2}{e}=\frac{6.63\times10^{-26}\times2700^2}{1.602\times10^{-19}}\simeq3.02\ \text{eV}.
\]

## (b) Effective area and particle balance

**Question.** Define \(A_{\rm eff}\) and show that particle balance does not determine \(n\). Estimate \(A_{\rm eff}\) and \(T_e\) for a cylinder with \(R=L=0.2\) m at 3 mTorr and 300 K, where the gas density is \(n_g=9.66\times10^{19}\) m⁻³. Use a rough ion-neutral cross-section of \(10^{-18}\) m² and the interpolation formulas

\[
h_L=\frac{0.86}{\sqrt{3+L/2\lambda_i}},\qquad h_R=\frac{0.80}{\sqrt{4+R/\lambda_i}}
\]

for \(n_s/n\) at the ends and the side. For ionization take \(\sigma=\sigma_0(E/E_{iz}-1)\) above \(E_{iz}=15.76\) eV, with a rough \(\sigma_0=2\times10^{-20}\) m².

**Answer.** A surface of area \(A_j\) receives \(n_su_BA_j=h_jnu_BA_j\) ions per second. Summing over surfaces gives

\[
\text{wall loss rate}=nu_BA_{\rm eff},\qquad A_{\rm eff}=\sum_jh_jA_j .
\]

The mean free path is \(\lambda_i=1/(9.66\times10^{19}\times10^{-18})\) m, or 10.4 mm. The formulas then give \(h_L=0.242\) and \(h_R=0.166\). Numerical solutions of the ion fluid equations with the speed-dependent charge-exchange drag \(\nu_c=\pi u/2\lambda_i\) give 0.24 and 0.165. The close match depends on this drag law: \(\nu_c=u/\lambda_i\) gives 0.28 and 0.20. The two ends together, and the side, each have area \(2\pi(0.2)^2=0.251\) m², so

\[
A_{\rm eff}=0.251\,(0.242+0.166)\simeq0.102\ \text{m}^2,
\]

close to the given value. This sum applies the edge density found on the centre line to the whole of each surface. The density falls towards the corners, so the sum is too high by some tens of per cent in a chamber of this shape. The agreement therefore shows only that the given value has the right order of magnitude.

The slab without gas collisions provides a limiting case. Setting \(\nu_c=0\) in part (a) gives \(n'/n=-2\nu u/(u_B^2-u^2)\). Dividing by \(u'\),

\[
\frac{d\ln n}{du}=-\frac{2u}{u_B^2+u^2}\quad\Rightarrow\quad \frac{n(u)}{n(0)}=\frac{u_B^2}{u_B^2+u^2},
\]

so the edge ratio is \(1/2\). The formula for \(h_L\) gives \(0.86/\sqrt3\simeq0.50\) in this limit.

If the electron density is taken as uniform over the volume \(V\), ionization balances wall loss when

\[
K_{iz}n_gnV=nu_BA_{\rm eff}.
\]

If the gas density is fixed and atoms are ionized from the ground state in a single collision, the density cancels: both sides are proportional to it. The balance therefore fixes \(T_e\), through \(K_{iz}=\langle\sigma v\rangle\).

The Maxwellian energy distribution is \(2\sqrt{E/\pi}\,T_e^{-3/2}e^{-E/T_e}\), and \(v=\sqrt{2eE/m}\). Their product is \(\bar v\,(E/T_e^2)e^{-E/T_e}\), with mean speed \(\bar v=\sqrt{8eT_e/\pi m}\). Putting \(E=E_{iz}+y\),

\[
K_{iz}=\frac{\sigma_0\bar v\,e^{-E_{iz}/T_e}}{E_{iz}T_e^2}\int_0^\infty (E_{iz}y+y^2)e^{-y/T_e}dy
=\sigma_0\bar v\left(1+\frac{2T_e}{E_{iz}}\right)e^{-E_{iz}/T_e},
\]

because the two integrals are \(E_{iz}T_e^2\) and \(2T_e^3\). Since \(\bar v/u_B=\sqrt{8M/\pi m}\), the balance becomes

\[
\left(1+\frac{2T_e}{E_{iz}}\right)e^{-E_{iz}/T_e}
=\frac{A_{\rm eff}}{\sigma_0n_gV}\sqrt{\frac{\pi m}{8M}}\simeq4.9\times10^{-3},
\]

with \(V=\pi R^2L=0.0251\) m³. The solution is \(T_e=2.8\) eV, near the 3.02 eV implied by the given Bohm speed. The real density falls towards the walls, so less ionization occurs than assumed. Correcting this alone would raise the estimated \(T_e\). The overestimated wall area acts the other way, so the two errors partly cancel.

## (c) Energy lost per pair

**Question.** Find the energies that an electron and an ion deliver on a floating wall. How much of the 60 eV is left for collisions in the plasma?

**Answer.** Let \(V_s\) be the sheath drop. Electrons reach the wall if their normal speed exceeds \(v_b=\sqrt{2eV_s/m}\). Their flux is

\[
n_s\sqrt{\frac{m}{2\pi eT_e}}\int_{v_b}^{\infty}v\,e^{-mv^2/2eT_e}dv
=n_s\sqrt{\frac{eT_e}{2\pi m}}\,e^{-V_s/T_e}.
\]

A floating wall draws no net current, so this equals \(n_su_B=n_s\sqrt{eT_e/M}\). Therefore

\[
V_s=\frac{T_e}{2}\ln\frac{M}{2\pi m}\simeq14.1\ \text{V}.
\]

Let \(y\) be the normal energy, in eV, that an electron still has at the wall. Then \(mv\,dv=e\,dy\), and the flux is distributed as \(e^{-y/T_e}dy\), whose mean is \(T_e\). The two transverse directions add \(T_e/2\) each. An electron thus delivers \(2T_e=6.04\) eV.

An ion enters the sheath with \(Mu_B^2/2e=T_e/2\) and gains \(V_s\), so it delivers \(V_s+T_e/2=15.6\) eV. The drop is counted once: the escaping electron gives up \(eV_s\) to the sheath field, and the ion takes it back out. The total is

\[
\mathcal E_T=\mathcal E_c+2T_e+\frac{T_e}{2}+V_s .
\]

The collisional part is \(\mathcal E_c=60-6.04-15.6\simeq38\) eV. Ionization takes 15.76 eV of it. The remainder is available for excitation, elastic collisions and any other loss inside the plasma. This value of \(\mathcal E_c\) is inferred from the given total and is not an independent calculation for argon. It is low for argon at 3 eV, where excitation is frequent: standard rate fits for Maxwellian electrons and ground-state atoms give about 60 eV for \(\mathcal E_c\) alone. A larger cost would lower the density found below.

## (d) Density

**Question.** Obtain the plasma density and show where the power goes.

**Answer.** In steady state the stored energy is constant, so the absorbed power equals the pair loss rate times the energy per pair:

\[
P=e\mathcal E_T\,nu_BA_{\rm eff}\quad\Rightarrow\quad
n=\frac{P}{e\mathcal E_Tu_BA_{\rm eff}} .
\]

The factor \(e\) converts 60 eV to \(9.613\times10^{-18}\) J. Thus

\[
n=\frac{500}{9.613\times10^{-18}\times2700\times0.1}
\simeq1.9\times10^{17}\ \text{m}^{-3}=1.9\times10^{11}\ \text{cm}^{-3}.
\]

The denominator has units J·(m/s)·m² = W·m³, as required.

The ion loss rate is \(P/e\mathcal E_T=5.2\times10^{19}\) s⁻¹, equivalent to a current of \(500/60=8.33\) A. An equal electron current cancels it at the walls. Collisions take 319 W, ions carry 130 W to the walls, and electrons carry 50.3 W.

A separate addition of losses was made for a slab with a 0.2 m gap, edge ratio 0.24 and the same effective area. Collisional losses were integrated over the volume and added to the wall losses. At the density found here, the sum is 500.00 W. This checks only the bookkeeping, because \(\mathcal E_c\) was defined as what remains of the 60 eV.

At fixed \(\mathcal E_T\), \(u_B\) and \(A_{\rm eff}\), the density is proportional to \(P\). This depends on charge being lost at the walls. If pairs also recombine in the volume at rate \(\alpha n^2V\), the ratio of volume to wall loss is

\[
\frac{\alpha nV}{u_BA_{\rm eff}}\simeq1.8\times10^{-6}
\]

for a rough radiative coefficient \(\alpha=10^{-19}\) m³/s. In the opposite limit, where volume loss dominates at a fixed energy cost per pair, \(P\propto n^2\) and \(n\propto\sqrt P\).

## (e) Comparison with a real reactor

**Question.** Is the result reasonable for an argon etch reactor, and which neglected effects matter most?

**Answer.** Inductively coupled argon plasmas at a few mTorr and several hundred watts have densities of very roughly \(10^{17}\) to \(10^{18}\) m⁻³ and electron temperatures of a few eV. The example lies in this regime. Real reactors break the assumption of cold, undepleted gas. With the gas at 600 K and the same pressure, \(n_g\) halves and ions travel farther between collisions. The estimates of part (b) then change from 0.102 to 0.132 m² and from 2.8 to 3.33 eV. Since \(u_B\propto\sqrt{T_e}\), at fixed \(\mathcal E_T\)

\[
\frac{n_{\rm hot}}{n_{\rm cold}}=\frac{0.102}{0.132}\sqrt{\frac{2.8}{3.33}}\simeq0.71,
\]

a fall of about 29% relative to the cold-gas estimate. In argon at these temperatures \(\mathcal E_T\) itself decreases as \(T_e\) rises, because ionization gains on excitation, so the real fall should be smaller.

The electrons also displace neutral gas. Their central pressure \(neT_e\) is 23% of the gas pressure, but not all of it pushes on the gas. At the edge of a slab the plasma still has the pressure \(n_seT_e\) and an equal ion momentum flux \(n_sMu_B^2\). In the slab, drag on the gas therefore takes up only \(neT_e(1-2h_L)\), about 12% of the gas pressure. Removing the full 23% of the gas everywhere would lower the estimated density by about 12.5% at fixed \(\mathcal E_T\), so the real effect should be smaller.

The density is also sensitive to the energy cost. As an illustration, if \(\mathcal E_c\) were 15 eV larger, with the other inputs fixed, the density would be \(1.9\times10^{17}\times60/75\simeq1.5\times10^{17}\) m⁻³, which is 20% lower. The ground-state rate fits mentioned in part (c) imply \(\mathcal E_T\simeq83\) eV and hence \(1.4\times10^{17}\) m⁻³, about 27% lower.

Ions also heat the gas by drag before reaching the sheath. The fluid solutions give at most 2.4 eV per ion lost at the ends and 3.1 eV at the side, or roughly 4 to 5% of \(\mathcal E_T\). If the given 60 eV is truly the total, this loss is already inside it and belongs to the 38 eV remainder. If it was left out, \(n\) falls by about 4 to 5%.

The thin-sheath assumption is a fair approximation here. The Debye length at the end sheath edge is 0.06 mm, so a sheath ten to twenty Debye lengths thick, roughly 1 mm, is about a tenth of the 10.4 mm ion mean free path, and roughly one ion in ten collides while crossing it. An rf-biased wafer needs separate treatment: its sheath is thicker and its ions arrive with more energy. If the bias power is included in \(P\), that extra ion energy must be included in \(\mathcal E_T\).

The numerical output lists the values used in these estimates.

## Computed results

```
Absorbed power: 500 W
Bohm speed: 2700 m/s
Effective area: 0.1 m^2
Total energy loss per ion: 60 eV
Energy loss per ion in joules: 9.613e-18 J
Central density: 1.926e+17 m^-3
Central density, converted: 1.926e+11 cm^-3
Ion loss rate to walls: 5.201e+19 1/s
Equivalent ion current: 8.333 A
Argon Te implied by Bohm speed: 3.02 eV
Floating sheath drop: 14.1 V
Electron energy at wall: 6.04 eV
Ion energy at wall: 15.6 eV
Collisional share left of total: 38.3 eV
Power in collisions: 319 W
Power carried by electrons: 50.3 W
Power carried by ions: 130 W
Slab losses added up: 500.00 W
Chamber radius: 0.2 m
Chamber length: 0.2 m
Gas pressure: 3 mTorr
Gas temperature: 300 K
Gas density: 9.66e+19 m^-3
Rough ion-neutral cross-section: 1e-18 m^2
Rough ionization sigma_0: 2e-20 m^2
Argon ionization energy: 15.76 eV
Ion mean free path: 10.4 mm
End edge ratio, formula: 0.242
End edge ratio, fluid solution: 0.24
Side edge ratio, formula: 0.166
Side edge ratio, fluid solution: 0.165
Chamber effective area estimate: 0.102 m^2
Te from particle balance: 2.8 eV
Reactor-model density, 300 K gas: 1.95e+17 m^-3
Heated gas temperature: 600 K
Effective area, heated gas: 0.132 m^2
Te, heated gas: 3.33 eV
Density change, heated gas: -28.7 %
Electron pressure / gas pressure: 23.3 %
Te, depleted gas: 2.99 eV
Density change, depleted gas: -12.5 %
Ion drag heating, end loss: 2.39 eV per ion
Ion drag heating, side loss: 3.11 eV per ion
Assumed extra collisional cost: 15 eV
Density with extra cost: 1.54e+17 m^-3
Density change, extra cost: -20 %
Rough recombination coefficient: 1e-19 m^3/s
Volume recombination / wall loss: 1.79e-06
Debye length at end sheath edge: 0.0599 mm
Ionized fraction n/n_gas: 0.199 %
```
